# Why Pumping Out an Air Gap Barely Lowers Its Permittivity

## A capacitor with nothing in it but air

Take two large parallel metal plates with dry air between them and no solid dielectric. Seal the edges, hold the plates in place, and pump out the air. If air were an appreciably poorer low-permittivity insulator than vacuum, the capacitance would now fall appreciably. This case is the most favourable one for that claim, because the whole field lies in the gas.

The size of the fall follows from counting molecules. The algebra uses atomic units, in which \(4\pi\varepsilon_0=1\), and \(\varepsilon\) denotes relative permittivity. A field \(E\) gives a molecule a mean dipole moment \(\alpha E\), where \(\alpha\) is its polarizability averaged over orientation. With \(n\) molecules per unit volume, the polarization is

\[
P=n\alpha E .
\]

The displacement is \(D=E+4\pi P\), and the permittivity is defined by \(D=\varepsilon E\). Therefore

\[
\varepsilon E=E+4\pi n\alpha E,
\qquad
\varepsilon=1+\chi,
\qquad
\chi=4\pi n\alpha .
\]

Here \(\chi\) is the excess of the relative permittivity over that of vacuum. It is a pure number, so \(n\) and \(\alpha\) may be inserted in any matching units of length.

Hartree–Fock calculations with the aug-cc-pVTZ basis and fixed nuclei give mean polarizabilities of 1.710, 1.648 and 1.547 Å\(^3\) for N\(_2\), O\(_2\) and Ar. These values are not converged to the digits shown: the larger aug-cc-pVQZ basis gives 1.715, 1.666 and 1.586 Å\(^3\), which raises the average for air by about 0.4%. With mole fractions 0.78, 0.21 and 0.01 and the aug-cc-pVTZ values, the average is

\[
0.78(1.710)+0.21(1.648)+0.01(1.547)\approx1.70\ \text{Å}^3 .
\]

At 760 Torr and 300 K the ideal gas law gives \(n=2.446\times10^{-5}\) Å\(^{-3}\), or one molecule in about 41 000 Å\(^3\). Hence

\[
\chi=4\pi(2.446\times10^{-5})(1.70)\approx5.2\times10^{-4}.
\]

The capacitance of these plates is proportional to \(\varepsilon\). Pumping therefore lowers it by

\[
\frac{C_{\rm air}-C_{\rm vac}}{C_{\rm air}}
=\frac{(1+\chi)-1}{1+\chi}
=\frac{\chi}{1+\chi}\approx0.052\%
\]

of its air-filled value. The claim fails in the case that favours it most. The physical reason is dilution: the volume \(4\pi\alpha\), about 21 Å\(^3\), is tiny beside the 41 000 Å\(^3\) available to each molecule.

## Temperature, pressure and the figure 0.0006

The ideal gas law is \(p=nk_BT\). Substitution for \(n\) gives

\[
\chi=\frac{4\pi p\alpha}{k_BT}.
\]

For non-polar molecules \(\alpha\) is taken as independent of temperature, so at fixed pressure \(\chi\) varies as \(1/T\). At 760 Torr the calculated value is 0.00057 at 273.15 K and 0.00052 at 300 K. The familiar excess of about 0.0006 thus belongs to dry air near the freezing point of water; near room temperature 0.0005 is the better rounded value. The calculation omits electron correlation and molecular vibration, so only its first digit should be relied on for real air.

The formula also shows when the conclusion weakens. At ten times the pressure and the same temperature, an ideal gas has ten times the excess, about 0.005. A dense gas or a liquid needs a separate treatment.

## Do the molecules disturb one another?

The count above let each molecule feel the average field \(E\). Its neighbours are also polarized, and their fields should be included. Draw a sphere of radius \(a\) around one molecule. Treat the matter outside it as a continuum with uniform polarization \(P\) along \(z\), and the matter inside it as separate dipoles.

The outward normal of the surrounding matter points into the sphere, so the surface carries bound charge density \(-P\cos\theta\). A charge element \(dq\) at polar angle \(\theta\) produces a field component \(-dq\cos\theta/a^2\) along \(z\) at the centre. The two minus signs cancel, and the total is

\[
E_{\rm surface}
=\int_0^\pi \frac{P\cos^2\theta}{a^2}\,
2\pi a^2\sin\theta\,d\theta
=2\pi P\cdot\frac23
=\frac{4\pi P}{3}.
\]

For equal dipoles inside the sphere on a cubic lattice, the field at the centre is proportional to

\[
\sum_j\frac{3z_j^2-r_j^2}{r_j^5}.
\]

Cubic symmetry makes the sums of \(x_j^2/r_j^5\), \(y_j^2/r_j^5\) and \(z_j^2/r_j^5\) equal. Each is one third of the sum of \(r_j^2/r_j^5\), so the expression vanishes. Reflection symmetry removes the transverse components. In a dilute gas, an average over isotropic neighbour positions gives the same cancellation at leading order.

The local field is therefore \(E+4\pi P/3\), and

\[
P=n\alpha\left(E+\frac{4\pi P}{3}\right).
\]

Collect the terms in \(P\):

\[
P\left(1-\frac{4\pi n\alpha}{3}\right)=n\alpha E .
\]

With \(x=4\pi n\alpha\), the relation \(\varepsilon-1=4\pi P/E\) becomes

\[
\varepsilon-1=\frac{x}{1-x/3}
=x+\frac{x^2}{3}+\cdots .
\]

For air at 300 K the second term is \(9\times10^{-8}\), which is negligible beside \(5.2\times10^{-4}\).

The correction is visible at higher density. For \(x=0.3\), direct summation of the fields in a cubic lattice of point dipoles gives \(\varepsilon=1.33333\). The local-field formula gives \(1+0.3/0.9=1.33333\), whereas simple addition of independent molecules gives 1.30. This tests the formula for a lattice; it does not make the lattice a model of a dense real gas.

## The general statement

An interconnect has liners, corners and fringing fields, so the plate formula alone does not settle its behaviour. The following statement does.

Let two conductors be separated by fixed linear dielectrics and by a region \(G\) that holds either vacuum or a gas of permittivity \(1+\chi\), with \(\chi>0\). Let \(C_{\rm vac}\) and \(C_{\rm air}\) be the two capacitances. Then

\[
\boxed{\;
0\le\frac{C_{\rm air}-C_{\rm vac}}{C_{\rm vac}}
\le\chi f\le\chi
\;}
\]

where \(f\) is the fraction of the electrostatic energy that lies in \(G\) when \(G\) is evacuated. Conductors and solids keep their shapes and properties in this comparison.

### Capacitance as a minimum

Set one conductor to potential 1 and the other to 0. For a trial potential \(u\) with these values, define

\[
J_\varepsilon[u]=\frac{1}{4\pi}\int\varepsilon|\nabla u|^2\,dV .
\]

The true potential \(\phi\) obeys \(\nabla\cdot(\varepsilon\nabla\phi)=0\), because there is no free charge in the dielectrics. Write \(u=\phi+\eta\). Since both potentials have the same values on the conductors, \(\eta=0\) there. Expansion of the square gives

\[
J_\varepsilon[u]=J_\varepsilon[\phi]
+\frac{1}{2\pi}\int\varepsilon\nabla\phi\cdot\nabla\eta\,dV
+\frac{1}{4\pi}\int\varepsilon|\nabla\eta|^2\,dV .
\]

Integrate the middle term by parts:

\[
\int\varepsilon\nabla\phi\cdot\nabla\eta\,dV
=\oint\eta\,\varepsilon\nabla\phi\cdot d\mathbf S
-\int\eta\,\nabla\cdot(\varepsilon\nabla\phi)\,dV .
\]

The volume term vanishes by the field equation. The surface term vanishes on the conductors because \(\eta=0\), and on the outer boundary because no flux crosses it or the field decays. At interfaces between dielectrics the normal component of \(\varepsilon\nabla\phi\) is continuous, so the contributions from the two sides cancel. The last term of the expansion is not negative. Thus \(J_\varepsilon[u]\ge J_\varepsilon[\phi]\).

The minimum equals the capacitance. Integration by parts with \(\phi\) in place of \(\eta\) gives

\[
J_\varepsilon[\phi]
=\frac{1}{4\pi}\oint\phi\,\varepsilon\nabla\phi\cdot d\mathbf S .
\]

The conductor at zero potential contributes nothing. At the other conductor \(\phi=1\), and \(d\mathbf S\) points from the dielectric into the metal. Since \(\mathbf D=-\varepsilon\nabla\phi\), the integral is the flux of \(\mathbf D\) out of the metal, which is \(4\pi Q\). Hence \(J_\varepsilon[\phi]=Q=C\) at unit voltage.

### Two trial potentials

Let \(\phi_{\rm vac}\) and \(\phi_{\rm air}\) be the true potentials in the two cases, and define

\[
W_i=\frac{1}{4\pi}\int_G|\nabla\phi_i|^2\,dV,
\qquad i={\rm vac},{\rm air}.
\]

The vacuum potential is an allowed trial potential for the air-filled device. The two integrals \(J\) differ only by the added \(\chi\) in \(G\), so

\[
C_{\rm air}\le J_{\rm air}[\phi_{\rm vac}]
=C_{\rm vac}+\chi W_{\rm vac}.
\]

Conversely, the air potential is an allowed trial potential for the evacuated device:

\[
C_{\rm vac}\le J_{\rm vac}[\phi_{\rm air}]
=C_{\rm air}-\chi W_{\rm air}.
\]

Together these inequalities give

\[
\chi W_{\rm air}\le C_{\rm air}-C_{\rm vac}
\le\chi W_{\rm vac}.
\]

Divide by \(C_{\rm vac}\) and set \(f=W_{\rm vac}/C_{\rm vac}\). All contributions to \(C_{\rm vac}\) are non-negative, and \(W_{\rm vac}\) is one of them, so \(f\le1\). This proves the statement.

The bare plates have \(f=1\) and reach the upper limit. At the other extreme, a gap that the field hardly enters has \(f\) near zero, and its gas hardly matters. The region \(G\) need not be connected. If gas also fills open pores in the solid, those pores can be counted in \(G\), and the proof is unchanged.

## An interconnect with liners

Consider long metal lines 40 nm wide and 80 nm high, separated by 40 nm. A 5 nm liner of permittivity 5 covers every face of the space between them and leaves a gap 30 nm wide and 70 nm high. The surrounding dielectric has permittivity 2.7. These are rough typical values.

Neighbouring lines carry alternating voltages. By symmetry no flux crosses the vertical plane through the middle of a line, so one cell between two such planes suffices. The cell is closed 80 nm above and below the lines by boundaries that no flux crosses. The effective permittivity is defined as the capacitance divided by its value with vacuum in all the dielectric regions.

The two-dimensional field solution gives 2.1033 for the evacuated gap and 2.1036 for air at 760 Torr and 300 K. The gap holds a fraction \(f=0.314\) of the energy, and the predicted change is

\[
\chi f=(5.21\times10^{-4})(0.3144)
=1.64\times10^{-4}=0.0164\%.
\]

The direct difference of the two solutions is also 0.0164%. A change of grid spacing from 1 to 2.5 nm moves the effective permittivity by 0.03%, which is more than the gas does. On a 0.25 nm grid \(f\) is 0.315, and moving the closing boundaries from 80 to 200 nm changes the effective permittivity by 0.04% and the capacitance by about 0.2%. The last digits above are therefore useful for a difference taken on one grid and one cell, not as an absolute prediction.

### Removing solid is a different matter

The bounds were also tested with a large contrast: the same gap, with its liner kept, was filled with a solid of permittivity 2.7. Capacitances per unit length are given here in units of \(\varepsilon_0\). The rise above the vacuum value is 3.09, between the lower bound 2.79 and the upper bound 3.43.

These numbers also give the benefit of the gap itself. The upper bound is \((2.7-1)W_{\rm vac}\), so

\[
W_{\rm vac}=\frac{3.426}{1.7}=2.02,
\qquad
C_{\rm vac}=\frac{W_{\rm vac}}{f}=\frac{2.015}{0.3144}=6.41 .
\]

The solid-filled capacitance is \(6.41+3.09=9.50\). Replacing the solid by vacuum lowers it by \(3.09/9.50\approx33\%\). Replacing the solid by air gives nearly all of this reduction; removing the air then adds 0.0164% of the air-filled value. The benefit comes from the absence of solid.

### What a nanometre of liner does

Let the liner be 1 nm thinner on every face, with the metal spacing held fixed. The field solution gives a capacitance drop of 5.05%, some 300 times the drop from evacuation.

A rough estimate shows where this comes from. Suppose that the field between the lines is horizontal. On a horizontal path through liner, gap and liner, \(D\) is the same in every layer. With liner thickness \(t\), liner permittivity \(\kappa\) and gap width \(g\), the voltage is

\[
V=D\left(\frac{2t}{\kappa}+\frac{g}{\varepsilon}\right).
\]

The bracket is an electrical width. For the evacuated gap it is \(10/5+30=32\) nm, and this part contributes \(70/32=2.19\) to the capacitance. The liner strips at the top and bottom of the gap bridge the lines in parallel with it and contribute \(2(5)(5)/40=1.25\). The sum is 3.44.

With the thinner liner, the electrical width is \(8/5+32=33.6\) nm. The contributions become \(72/33.6=2.14\) and \(2(4)(5)/40=1.00\), with sum 3.14. If the field outside the space between the lines is left unchanged, the drop is about \(0.295/6.41\approx4.6\%\), close to the 5.05% of the full solution. In this estimate the top and bottom strips account for more of the drop than the side walls do.

The same electrical width turns the effect of the gas into a length. Evacuation changes \(g/\varepsilon\) to \(g\), an increase of

\[
g-\frac{g}{1+\chi}=\frac{\chi g}{1+\chi}
\approx\chi g=0.016\ \text{nm}.
\]

In the plate model, pumping out the air is equivalent to widening the evacuated gap by 0.016 nm. This also marks a limit of the fixed-geometry assumption: if the pressure change moves the walls by a comparable distance, the effect of the motion is comparable to that of the gas.

## Moist air and wet walls

A water molecule has a permanent dipole \(\mu\), which the field partly aligns. Let \(c=\cos\theta\) and \(y=\mu E/(k_BT)\). The energy is \(-\mu Ec\), so the Boltzmann weight is \(e^{yc}\approx1+yc\) for small \(y\). The mean alignment is

\[
\langle c\rangle
\approx\frac{\int_{-1}^{1}c(1+yc)\,dc}
{\int_{-1}^{1}(1+yc)\,dc}
=\frac{2y/3}{2}=\frac y3 .
\]

The mean dipole along the field is \(\mu\langle c\rangle=\mu^2E/(3k_BT)\). With the electronic response added,

\[
\alpha_w=\alpha_{\rm el}+\frac{\mu^2}{3k_BT}.
\]

Hartree–Fock gives \(\mu=0.413\) e Å and \(\alpha_{\rm el}=1.25\) Å\(^3\). At 300 K the total is 32.95 Å\(^3\), nearly all of it from alignment. At 1 V the plate model gives a gap field of 0.3125 MV/cm. Numerical integration of the full Boltzmann weight at this field agrees with the linear alignment formula to within 0.1%.

Take 26 Torr of water vapour, a rough value for saturation at 300 K, within a total of 760 Torr. The excess is proportional to the pressure-weighted polarizability, so

\[
\frac{\chi_{\rm humid}}{\chi_{\rm dry}}
=\frac{734(1.696)+26(32.95)}{760(1.696)}
\approx1.63 .
\]

Thus \(\chi_{\rm humid}\approx0.00085\) with the Hartree–Fock dipole. Hartree–Fock makes the dipole of water several per cent too large, and the dipole enters squared, so the value for real humid air is nearer 0.0008. Moisture matters relative to the small dry-air excess, but the total is still below one part in a thousand as long as the water remains a vapour. Close to saturation, water can condense to liquid in a narrow wettable gap. The capacitance can then rise several-fold, and neither this estimate nor the thin film considered next applies.

Water on the walls can matter more. Suppose that each side wall carries a separate film 0.3 nm thick, a rough molecular thickness. If the films were perfect conductors, they would remove 0.6 nm from the electrical width and raise the plate capacitance by \(0.6/(32-0.6)=1.9\%\). This is an upper bound for the side-wall films in the plate model only. In the two-dimensional cell a conducting film also equalizes the potential along its wall, and the rise is somewhat larger: for films 0.25 nm thick it is 2.1%, against 1.6% from the plate formula. It does not cover a conducting film that connects the lines, or one that continues around the gap and joins its two side walls. Even without touching the lines, a perfectly conducting film of the second kind shields the gap from the field and raises the capacitance about six-fold. An insulating film does much less: 0.25 nm with the permittivity of bulk water, 78, around the whole gap raises it by about 14%.

For a film of permittivity \(\kappa_f\), the lost electrical width is \(0.6(1-1/\kappa_f)\) nm. It exceeds the 0.016 nm effect of dry air once \(\kappa_f\) is above about 1.03. If pumping or heating removes such a film, the capacitance may fall by much more than \(\chi\). That change belongs to the surface, not to the permittivity of the gas.

## The model and a real sealed gap

The name "air gap" describes a structure and need not describe its contents. A gap closed during vapour deposition retains the gas density at closure, \(n=p_{\rm seal}/(k_BT_{\rm seal})\), provided that it neither leaks nor exchanges gas with its walls. For the rough values 3 Torr and 673 K, and with the polarizability of air, \(\chi=9\times10^{-7}\). Cooling the sealed gap lowers the pressure but leaves \(n\) unchanged. Even a gas ten times as polarizable would give only about \(10^{-5}\), so there is almost nothing left to gain by evacuation.

Real gaps also depart from the rectangular section used here. This changes \(f\), but since \(f\le1\), dry air at 760 Torr and 300 K cannot raise the capacitance by more than about 0.052% of its vacuum value in any fixed shape. Variations in the solid are less harmless, as the 5% effect of 1 nm of liner shows.

Other neglected effects are small for these numbers. A 1 µm length of gap at 760 Torr holds about 51 000 molecules. For independent molecules the relative fluctuation is the inverse square root of this number, 0.44% of \(\chi\) itself. For tunnelling across the 30 nm gap at 1 V, with a rough barrier of 4.5 eV, the semiclassical exponent is roughly 600. The transmission factor is the exponential of minus this number, so tunnelling is negligible. An electron that crosses the full 1 V gains 1 eV, far below the energy needed to ionize O\(_2\). The Hartree–Fock solution listed below gives 13.4 eV; a lower, spin-contaminated solution for the ion reduces this by about 1 eV, which does not affect the comparison. These estimates do not cover leakage along surfaces or breakdown through the solid dielectric.

Evacuation may still be worthwhile for dryness, chemical stability or control of heat flow. In a rigid structure near atmospheric pressure, a lower gas permittivity is not a substantial reason for it. The numerical output below lists the computed values.

## Table of computed values

```
N2 mean polarizability: 1.710 angstrom^3
O2 mean polarizability: 1.648 angstrom^3
Ar polarizability: 1.547 angstrom^3
Air mole fractions N2, O2, Ar: 0.78 0.21 0.01
Dry-air mean polarizability: 1.696 angstrom^3
Air density, 760 Torr and 300 K: 2.4463e-05 angstrom^-3
Dry-air chi, 760 Torr and 273.15 K: 0.000573
Dry-air chi, 760 Torr and 300 K: 0.000521
Local-field addition to chi at 300 K: 9.06e-08
Dense test 4 pi n alpha: 0.3
Dense test permittivity, dipole lattice: 1.33333
Dense test permittivity, local-field formula: 1.33333
Line width, space, height: 40.0 40.0 80.0 nm
Liner thickness, permittivity: 5.0 nm, 5.0
Surrounding low-k permittivity: 2.7
Gap width: 30 nm
Effective permittivity, evacuated gap: 2.103302
Effective permittivity, air-filled gap: 2.103647
Field-energy share in evacuated gap: 0.3144
Capacitance drop on evacuation: 0.0164 %
Capacitance drop, liner 1 nm thinner: 5.05 %
Liner drop / evacuation drop: 308
Grid change, 2.5 nm versus 1 nm: 0.03 %
Large-contrast gap permittivity: 2.7
Large-contrast C rise, direct: 3.0904 epsilon0
Large-contrast lower bound: 2.7939 epsilon0
Large-contrast upper bound: 3.4264 epsilon0
Plate electrical width: 32.00 nm
Gap widening equivalent to evacuation: 0.0156 nm
Sealed-gas chi, 3 Torr at 673 K: 9.17e-07
Water dipole: 0.413 e angstrom
Water electronic polarizability: 1.249 angstrom^3
Water total polarizability at 300 K: 32.95 angstrom^3
Water-vapour pressure, rough input: 26 Torr
Humid-air chi, 760 Torr and 300 K: 0.000850
Water-film thickness per wall, rough input: 0.3 nm
Water-film capacitance rise, upper bound: 1.91 %
Mean molecules per micrometre of gap: 51373
Relative molecule-number fluctuation: 0.44 %
Applied bias: 1.0 V
Gap field in plate model: 0.3125 MV/cm
Tunnelling barrier, rough input: 4.5 eV
Tunnelling exponent: 616.8
O2 vertical ionization energy, HF: 13.40 eV
```
